# Scharfetter-Gummel currents and the equilibrium zero on coarse meshes

## Definitions and conventions

Let $\psi$ be the electrostatic potential, $V_T=k_BT/q$ the thermal voltage and $u=\psi/V_T$. The elementary charge $q$ is positive. Electron and hole densities are $n$ and $p$, and $J_n$, $J_p$ are electric current densities, positive towards increasing $x$. With the Einstein relation $D=\mu V_T$, the transport equations are

$$J_n=qD_n(n'-nu'),\qquad J_p=-qD_p(p'+pu'). \tag{1}$$

An edge of length $h$ joins nodes 1 and 2, and $\Delta=u_2-u_1$. The Bernoulli function is

$$B(x)=\frac{x}{e^x-1},\qquad B(0)=1.$$

It is positive for every real $x$, because numerator and denominator have the same sign.

Temperature and band edges are uniform and the carriers obey Boltzmann statistics. In equilibrium, therefore, $n=n_ie^u$ and $p=n_ie^{-u}$, where $n_i$ is the intrinsic density and the constant Fermi level fixes the zero of $u$.

## The flux on one edge

Assume that $J_n$ and $D_n$ are constant on the edge and that $u$ is linear there. Multiplying the electron equation by $e^{-u}$ gives a total derivative:

$$J_ne^{-u}=qD_n(n'-nu')e^{-u}=qD_n\left(ne^{-u}\right)'.$$

Integrate from node 1 to node 2:

$$J_n\int_0^h e^{-u}\,dx=qD_n\left(n_2e^{-u_2}-n_1e^{-u_1}\right). \tag{2}$$

Since $u=u_1+\Delta x/h$, the integral is

$$\int_0^h e^{-u}dx=he^{-u_1}\frac{1-e^{-\Delta}}{\Delta}=\frac{he^{-u_1}}{B(-\Delta)}.$$

Dividing (2) by it gives

$$J_n=\frac{qD_n}{h}B(-\Delta)\left(n_2e^{-\Delta}-n_1\right). \tag{3}$$

The definition of $B$ also gives

$$B(-x)=\frac{-x}{e^{-x}-1}=\frac{xe^x}{e^x-1}=e^xB(x). \tag{4}$$

Hence $e^{-\Delta}B(-\Delta)=B(\Delta)$, and

$$J_n=\frac{qD_n}{h}\left[n_2B(\Delta)-n_1B(-\Delta)\right]. \tag{5}$$

For holes the integrating factor is $e^u$, so $J_pe^u=-qD_p(pe^u)'$. The integral of $e^u$ is $he^{u_1}/B(\Delta)$, and

$$J_p=-\frac{qD_p}{h}B(\Delta)(p_2e^\Delta-p_1)
=\frac{qD_p}{h}\left[p_1B(\Delta)-p_2B(-\Delta)\right].$$

As a test, equations (1) were integrated numerically across an edge with these currents, for $\Delta=-8,-0.5,0,10^{-6},3,8$ and end densities 1 and 2.5. The far density was recovered with a relative error of at most $1.2\times10^{-9}$.

Three limits show what (5) does.

- For $\Delta=0$ it is pure diffusion, $J_n=qD_n(n_2-n_1)/h$.
- For $n_1=n_2=n$, equation (4) gives $B(\Delta)-B(-\Delta)=B(\Delta)(1-e^\Delta)=-\Delta$. Then $J_n=-q\mu_nn(\psi_2-\psi_1)/h$, which is Ohm's law for any size of $\Delta$.
- For $\Delta\to+\infty$ at fixed densities, $B(\Delta)\to0$ and $B(-\Delta)\simeq\Delta$, so $J_n\simeq-qD_nn_1\Delta/h$. Electrons drift towards higher potential, and the formula takes the density from the node they leave.

## Why equilibrium survives a coarse mesh

In (3) the prefactor is positive. Therefore $J_n=0$ if and only if $n_2=n_1e^\Delta$, the Boltzmann ratio. Likewise $J_p=0$ if and only if $p_2=p_1e^{-\Delta}$. Neither statement restricts $h$ or asks whether the nodal potentials solve Poisson's equation.

The same result follows when the densities are unknown. Define $\xi_i=n_ie^{-u_i}$ (here $n_i$ is the density at node $i$). On edge $i$, of length $h_i$ and potential step $\Delta_i$, (3) becomes

$$J_n=\frac{qD_n}{h_i}B(-\Delta_i)e^{u_i}(\xi_{i+1}-\xi_i). \tag{6}$$

In one dimension, without generation or recombination, steady continuity makes $J_n$ the same on every edge. All differences $\xi_{i+1}-\xi_i$ then have the sign of $J_n$. If the two contacts have equal $\xi$, the differences sum to zero, so each vanishes and $J_n=0$. If the contacts differ, $\xi$ varies monotonically between two positive values, so every density is positive.

An error bound separates this property from accuracy. Let the true potential on an edge be curved, and let $u_{\rm lin}$ be the straight line through its nodal values. Equation (2) holds for the true $u$. With the same nodal densities and constant current,

$$\frac{J_{\rm SG}}{J_{\rm true}}=\frac{\int_0^he^{-u}dx}{\int_0^he^{-u_{\rm lin}}dx},
\qquad e^{-\delta}\le\frac{J_{\rm SG}}{J_{\rm true}}\le e^{\delta},
\qquad \delta=\frac{h^2}{8}\max|u''|. \tag{7}$$

The bound follows from the linear-interpolation estimate $|u-u_{\rm lin}|\le\delta$. With correct nodal values, the error of the linear interpolation is thus a positive factor multiplying the current. A positive factor leaves zero unchanged, but on a coarse mesh it may be far from one.

## Evaluating the Bernoulli function

Let $\eta\simeq1.1\times10^{-16}$ be the unit roundoff of double precision. For small $x$, a correctly rounded $e^x$ has an absolute error of up to about $\eta$. Subtracting 1 leaves a number of size $|x|$ with that error, so the naive quotient has a relative error of up to about $\eta/|x|$. At $x=10^{-12}$ this estimate is $1.1\times10^{-4}$, and the measured error is $8.9\times10^{-5}$. At $x=10^{-15}$ the measured error is 9.9%.

The function $\mathrm{expm1}(x)=e^x-1$, evaluated without that subtraction, removes the problem. To avoid overflow as well, set $a=|x|>0$ and use

$$B(-a)=\frac{a}{-\mathrm{expm1}(-a)},\qquad B(a)=e^{-a}B(-a). \tag{8}$$

Every exponential has a negative argument. Both values are needed for a flux, so they can be computed together:

```python
from math import exp, expm1

def bernoulli_pair(delta):
    a = abs(delta)
    if a == 0.0:
        return 1.0, 1.0
    large = a / (-expm1(-a))
    small = large * exp(-a)
    if delta > 0:
        return small, large
    return large, small

def electron_flux(n1, n2, delta, h, qD):
    b_plus, b_minus = bernoulli_pair(delta)
    return qD / h * (n2 * b_plus - n1 * b_minus)
```

Formula (8) was tested against 60-digit arithmetic at sample points of both signs with $10^{-20}\le|x|\le700$. The largest relative error was $1.9\times10^{-16}$. Denser sampling of the same range raises this to about $2.6\times10^{-16}$. Above $x\simeq708$ the factor $e^{-a}$ is subnormal and $B(a)$ loses relative accuracy: the error is about $4\times10^{-15}$ at $x=712$ and 29% at $x=744$, and at $x=748$ the result is already zero although the true value is $10^{-322}$. At $x=800$ the true value is itself below the double-precision range, and the result is zero. At $x=-800$ it is 800.

## The rounding floor of the flux

A safe $B$ does not remove the subtraction in (5). Let

$$K=\frac{qD_n}{h}n_1B(-\Delta)$$

be the one-way term. In equilibrium both terms equal $K$, and what remains is their rounding difference. Rounding $\Delta$ changes it by up to $\eta|\Delta|$, and $e^{-\Delta}$ passes this on as a relative change of the same size. The exponentials and products add about ten further errors of order $\eta$. To first order, then, $|J_n|/K$ should be at most about $(|\Delta|+10)\eta$. This count assumes that $u$ is the stored variable and that both the densities and $\Delta$ are formed from it. If $\psi$ is stored in volts and divided by $V_T$ separately for each, errors of order $|u|\eta$ enter as well, and for $|u|$ of a few tens the residual can be several times larger.

This was tested on 400 nodes with random $u$ between $-25$ and $25$ and random spacings from 1 to 1000 nm. The allowed residual was $2\eta(|\Delta|+10)$, which leaves a factor of two for the rough count. The largest value of $|J|/K$, with the corresponding one-way term for holes, was $3.8\times10^{-15}$ for both carriers.

When a real current lies below this floor, the quasi-Fermi potential should be the stored variable. Write $n=n_ie^{u-f}$, where $f$ is the electron quasi-Fermi potential divided by $V_T$. Then $n_2e^{-\Delta}/n_1=e^{-(f_2-f_1)}$, and (3) becomes

$$J_n=K\,\mathrm{expm1}[-(f_2-f_1)]. \tag{9}$$

For $u_1=12$, $u_2=16.125$, $f_1=0$ and $f_2=10^{-17}$, the flux in units of $qD_nn_i/h$ is $-6.8239\times10^{-12}$. Equation (9) reproduces it, whereas the density difference returns zero. At other potentials the difference may instead return rounding noise larger than the flux itself. The gain requires $f_2-f_1$ itself to be known accurately; rounding in large stored values of $f$ would limit it again.

## Comparison with central differences

Replacing $n$ in the drift term by the nodal mean gives

$$J_c=\frac{qD_n}{h}\left[n_2-n_1-\frac{\Delta}{2}(n_1+n_2)\right]. \tag{10}$$

For Boltzmann densities,

$$\frac{n_2-n_1}{n_2+n_1}=\frac{e^\Delta-1}{e^\Delta+1}=\tanh\frac\Delta2.$$

With $\bar n=(n_1+n_2)/2$, equation (10) therefore becomes

$$J_c=\frac{2qD_n\bar n}{h}\left(\tanh\frac\Delta2-\frac\Delta2\right)
\simeq-\frac{qD_n\bar n}{12h}\Delta^3\quad(|\Delta|\ll1). \tag{11}$$

Where the potential is smooth, $\Delta\propto h$ and this false current falls as $h^2$. For large $\Delta$ it is comparable with the full drift current. Moreover, zero current in (10) requires $n_2(1-\Delta/2)=n_1(1+\Delta/2)$. If $|\Delta|>2$, the two densities must have opposite signs.

## The equilibrium potential across a dopant step

Let $N=N_D-N_A$ be the net ionized doping. Poisson's equation is $\varepsilon\psi''=-q(p-n+N)$. Since $p-n=-2n_i\sinh u$,

$$L^2u''=2\sinh u-\frac{N}{n_i},\qquad L^2=\frac{\varepsilon V_T}{qn_i}. \tag{12}$$

On a uniform mesh, with $c=L^2/h^2$ and the step at an edge midpoint, each control volume has one doping value. The equation at an interior node is

$$G_i=c(u_{i+1}-2u_i+u_{i-1})-2\sinh u_i+N_i/n_i=0.$$

The contacts are neutral, so $2\sinh u=N/n_i$ there. This local value also starts the iteration.

The residual $G$ is minus the gradient of the convex function

$$\Phi=\frac c2\sum_i(u_{i+1}-u_i)^2+\sum_i\left(2\cosh u_i-\frac{N_i}{n_i}u_i\right).$$

Let $H$ be its Hessian, $d$ the Newton step from $Hd=G$, and $M=\max|d_i|$. Put $\varphi(t)=\Phi(u+td)$ and $S=d^THd$. Then $\varphi'(0)=-S$ and $\varphi''(0)=S$. Because $\cosh(u+s)\le e^{|s|}\cosh u$, we have $\varphi''(t)\le Se^{tM}$. Integrating,

$$\varphi'(t)\le -S+S\frac{e^{tM}-1}{M}.$$

The right side is negative for $t<\ln(1+M)/M$. Taking $t=\ln(1+M)/M$ therefore lowers $\Phi$ at each nonzero step. As $M\to0$, $t\to1$ and the full Newton step returns.

The junction field can be found independently. Multiply (12) by $u'$ and integrate from a contact where $u'\simeq0$. With $c_L=-N_A/n_i$, $c_R=N_D/n_i$ and contact values $u_L,u_R$, the junction value $u_J$ obeys

$$\frac{L^2u_J'^2}{2}=2(\cosh u_J-\cosh u_L)-c_L(u_J-u_L),$$

and the same relation with $L$ replaced by $R$ in the subscripts on the right. Equating the two cancels $\cosh u_J$:

$$u_J=\frac{2\cosh u_L-2\cosh u_R+c_Ru_R-c_Lu_L}{c_R-c_L}.$$

## Worked example: a silicon p-n step

Take 1800 nm of silicon at 300 K, with $N_A=10^{16}$ cm$^{-3}$ on the left half and $N_D=10^{17}$ cm$^{-3}$ on the right. Rough values are $n_i=10^{10}$ cm$^{-3}$, relative permittivity 11.7, and mobilities of 800 and 300 cm$^2$/Vs for electrons and holes. The thermal voltage is 25.852 mV. The Debye lengths $\lambda=\sqrt{\varepsilon V_T/(qN)}$, with $N$ the doping on each side, are 40.9 nm (p) and 12.9 nm (n). Nine edges of 200 nm resolve neither.

The junction edge runs from $-0.2690$ V to $0.4137$ V, so

$$\Delta=\frac{0.6827\ \mathrm V}{0.025852\ \mathrm V}\simeq26.41.$$

The electron density rises across it from $3.025\times10^5$ to $8.901\times10^{16}$ cm$^{-3}$. With Boltzmann densities at the nodes, the largest Scharfetter-Gummel current on the mesh is $2.7\times10^{-12}$ A/cm$^2$. For scale, $qD_nN_D/h\simeq1.7\times10^4$ A/cm$^2$.

In a separate test the continuity equation was solved at this potential with just the contact densities given. It returned the Boltzmann densities to a relative error of $3.9\times10^{-15}$ and a current of at most $5.3\times10^{-12}$ A/cm$^2$.

The central scheme, given the same potential and contacts, returns 681 A/cm$^2$ and a density of $-6.40\times10^{16}$ cm$^{-3}$ at 800 nm. The negative value can be traced. On the preceding edge, $\Delta=(-0.2690+0.3535)/0.025852\simeq3.27$. The current contributes $J_ch/(qD_n)=4.11\times10^{15}$ cm$^{-3}$, so (10) gives

$$n(800\ \mathrm{nm})\simeq\frac{(1+1.634)\,1.385\times10^{16}+4.11\times10^{15}}{1-1.634}
\simeq-6.4\times10^{16}\ \mathrm{cm^{-3}}.$$

If Boltzmann densities are instead imposed at the nodes, (11) gives a false current of magnitude $1.80\times10^5$ A/cm$^2$ on the junction edge.

A nonzero current provides a further test. With the potential frozen, the left electron density was multiplied by $e^{0.3\,\mathrm V/V_T}$. This is not a self-consistent biased diode, but (2), summed over edges, fixes its current for the piecewise linear potential. Quadrature and the discrete solution both give $-5.7017\times10^{-5}$ A/cm$^2$.

## Zero current and mesh error

Refining each edge into three keeps the step at an edge midpoint and retains the coarse nodes. Potential errors below are the largest at those nodes, relative to the 0.823 nm mesh. Taken over all nodes of the two finer meshes they are larger, about 6.3 and 0.08 mV.

| $h$ (nm) | Potential error (mV) | Junction field (MV/cm) |
|---:|---:|---:|
| 200 | 221 | 0.0341 |
| 22.2 | 4.4 | 0.0450 |
| 2.47 | 0.05 | 0.0453 |

The first integral gives 0.0453 MV/cm. The coarse field is 25% too low although its equilibrium current is zero to rounding. Bound (7) shows what this may cost under bias. In the depleted p region $u''\simeq1/\lambda^2$, so a 200 nm edge lying wholly in that region has $\delta\simeq(200/40.9)^2/8\simeq3.0$. For given nodal densities, the bound then permits an error factor of up to about 20 in the current on that edge, even with correct nodal potentials. On the junction edge the larger n-side curvature gives $\delta\simeq(200/12.9)^2/8\simeq30$, and the bound sets no useful limit. These are worst cases, not estimates of the actual error. For the continuum equilibrium potential the ratio in (7) is 2.6 for electrons on the edge from 600 to 800 nm and 0.75 on the junction edge; the corresponding ratios for holes are 0.53 and 6.4. With the potential frozen and only the contact densities given, the current through the whole coarse mesh is off by just 4% for electrons and 10% for holes, because the summed integral is dominated by the neutral region where the carrier is in the minority.

Refinement raises the rounding floor, because $K\propto1/h$ at fixed density where $|\Delta|$ is small and $B(-\Delta)\simeq1$, as in the neutral n region. The residual grows from $2.7\times10^{-12}$ to $1.9\times10^{-9}$ A/cm$^2$ between the coarsest and finest meshes, a factor of about 700. The change in $h$ accounts for 243. The remaining factor of about three reflects the granularity of rounding: the residual is one unit in the last place of a number near $10^{17}$ on the coarsest mesh and three on the finest. Taking the maximum over many more edges makes a larger whole number likely, but its value depends on the details of the rounding.

## What changes in real silicon

An abrupt step and one mobility per carrier are idealizations. Of the effects estimated below for this example, nonuniform band edges give the largest $|J_n|/K$ on the junction edge. If the electron band edge is lowered by $sk_BT$, equilibrium becomes $n\propto e^{u+s}$, and (3) gives a false current $J_n=K(e^{s_2-s_1}-1)$. A classical Debye-Hückel estimate, $q^2/(8\pi\varepsilon\lambda)$, puts the lowering at about 1.5 meV (p) and 4.8 meV (n). It omits quantum exchange, and with only about one carrier per Debye sphere on the n side it is at the edge of its validity, so it gives only the rough size. At fixed coarse potential, $s_2-s_1$ and $J_n/K$ are both about 0.13, which gives a false current of about $1.9\times10^{-7}$ A/cm$^2$ on the junction edge. These figures take $\lambda$ from the doping, which overstates the screening at the depleted 800 nm node. If $\lambda$ is taken from the local carrier density, the lowering there is only 0.3 meV and $J_n/K\simeq0.18$ on the junction edge. Then $s$ also varies on the n side, and on the edge from 1000 to 1200 nm a ratio of only 0.01 gives a false current of about 160 A/cm$^2$. On any edge, replacing $\Delta$ by $\Delta+s_2-s_1$ restores zero to rounding.

Degeneracy also breaks the identity. With the density at the n-side node set to $N_D$, Fermi-Dirac statistics give $J_n/K\simeq-1.3\times10^{-3}$ on the same edge. A small ratio need not mean a small current. To first order the ratio is $-(n_2-n_1)/(2\sqrt2\,N_c)$, where $N_c\simeq2.8\times10^{19}$ cm$^{-3}$ is the effective density of states. On the next edge, from 1000 to 1200 nm, it is only $-1.4\times10^{-4}$, but $K\simeq1.6\times10^4$ A/cm$^2$ there, so the false current is about $-2$ A/cm$^2$. Incomplete ionization does not break it, since it changes only the charge in Poisson's equation. For a donor level about 45 meV deep, 96% of the donors are ionized and the neutral n-side potential falls by about 1 mV.

The junction field is about 11% of a rough breakdown field of 0.4 MV/cm. Constant mobility would imply a drift speed of $3.6\times10^7$ cm/s there, above the rough saturation speed of $10^7$ cm/s. It is therefore unsuitable for drift-dominated current at this field. Any positive edge mobility still preserves the equilibrium zero if the Einstein relation is kept. So does a different uniform temperature: at 400 K the built-in potential falls from 0.774 V to an estimated 0.63 V if the band gap is held at 1.12 eV, and somewhat further because the gap narrows, but the Boltzmann ratio still cancels the flux. The full numerical output follows.

## Computed results

```
Bernoulli worst relative error: 1.9e-16
x=1e-15: rel. error naive 9.9e-02, safe 1.7e-16
x=1e-12: rel. error naive 8.9e-05, safe 6.7e-17
x=1e-08: rel. error naive 1.1e-08, safe 2.2e-17
x=1e-04: rel. error naive 4.3e-13, safe 3.6e-17
x=1e+00: rel. error naive 5.2e-17, safe 5.2e-17
Edge ODE end-density relative error: 1.2e-09
Random mesh, |J|/one-way: n 3.8e-15, p 3.8e-15
Tiny drive 1e-17 VT, scaled flux: reference -6.8239e-12
  expm1 form -6.8239e-12, density difference 0.0000e+00
T=300 K, VT=25.852 mV, eps_r=11.7, ni=1e+10 cm^-3
NA=1e+16, ND=1e+17 cm^-3, length=1800 nm
Mobility: n 800, p 300 cm2/Vs
Debye length: p side 40.9, n side 12.9 nm
Coarse mesh: x nm, psi V, n(SG), n(central) cm^-3
      0  -0.3572   1.000e+04   1.000e+04
    200  -0.3572   1.000e+04   4.110e+15
    400  -0.3570   1.005e+04   8.252e+15
    600  -0.3535   1.151e+04   1.385e+16
    800  -0.2690   3.025e+05  -6.399e+16
   1000   0.4137   8.901e+16   7.414e+16
   1200   0.4167   9.995e+16   8.763e+16
   1400   0.4167   1.000e+17   9.178e+16
   1600   0.4167   1.000e+17   9.589e+16
   1800   0.4167   1.000e+17   1.000e+17
SG density vs Boltzmann, max rel. error: 3.9e-15
Solved current: SG max 5.3e-12 A/cm2
Solved current: central 6.809e+02 A/cm2
Frozen potential, left density raised by exp(0.3 V/VT):
  J: SG -5.701703e-05, quadrature -5.701703e-05 A/cm2
Mesh: h nm | max delta | SG |J| | central |J| A/cm2
      | psi error mV | junction field MV/cm
  200.000 |  26.408 | 2.7e-12 | 1.80e+05 | 220.797 | 0.03413
   66.667 |  10.990 | 8.0e-12 | 1.35e+05 | 47.576 | 0.04262
   22.222 |   3.865 | 2.4e-11 | 2.39e+04 | 4.402 | 0.04496
    7.407 |   1.297 | 1.4e-10 | 3.26e+03 | 0.473 | 0.04527
    2.469 |   0.433 | 4.3e-10 | 3.64e+02 | 0.047 | 0.04531
    0.823 |   0.144 | 1.9e-09 | 4.07e+01 | ref | 0.04532
Junction field, first integral: 0.04532 MV/cm
Nc=2.82e+19 cm^-3; degeneracy: false J/one-way -1.25e-03
Band-edge shift: p side 1.51, n side 4.76 meV
  false J 1.88e-07 A/cm2, J/one-way 0.134
  with shift in delta: J/one-way -3.3e-15
Donor depth 45 meV: ionized fraction 0.962, psi shift -0.99 mV
Field/breakdown field (0.4 MV/cm): 0.113
mobility*field 3.63e+07 cm/s; saturation 1e+07 cm/s
Built-in potential: 0.7738 V at 300 K, 0.629 V at 400 K
```
